# Logarithmic roughness of two-dimensional Edwards–Wilkinson surfaces, part 2

How does the roughness of a growing surface depend on its size? The surface is an $L\times L$ square with periodic edges, divided into $N=L/a$ square cells along each side, where $a$ is the cell side. The height $h_r$ of cell $r$ follows

$$\frac{dh_r}{dt}=\frac{\nu}{a^2}\sum_{r'\,\text{next to}\,r}(h_{r'}-h_r)+\eta_r(t),\qquad \langle\eta_r(t)\eta_{r'}(t')\rangle=\frac{2D}{a^2}\,\delta_{rr'}\,\delta(t-t').\tag{1}$$

Here $\nu$ measures the smoothing and $D$ the Gaussian noise; the steady mean growth has been removed. The height patterns are waves with $q_x,q_y=2\pi n/N$, $n=0,\dots,N-1$, and

$$\lambda_{\mathbf q}=4-2\cos q_x-2\cos q_y .\tag{3}$$

For long waves $\lambda\approx q^2$. The amplitude $c$ of a wave refers to a pattern whose squared cell values add up to one. It decays at the rate $\nu\lambda/a^2$ and has the variance $D/(\nu\lambda)$ at saturation.

The roughness variance $W^2$ is the mean over cells of the squared height, measured from the instantaneous mean height. From a flat start, the mode sum is

$$W^2(t)=\frac{D}{\nu}\,\frac1{N^2}\sum_{\mathbf q\ne0}\frac{1-e^{-2\nu\lambda_{\mathbf q}t/a^2}}{\lambda_{\mathbf q}} .\tag{4}$$

It leaves out the mean height, whose variance is $2Dt/L^2$. At saturation, $W^2=(D/\nu)S_N$ with $S_N=[\ln N+C]/(2\pi)$ for large $N$ and $C=0.3064$. In one dimension the saturated variance is instead nearly proportional to $L$.

Before saturation, with $\tau=\nu t/a^2$, Section 9 replaced the sum by an integral over all $\mathbf q$, which includes the mean height. With Euler's constant $\gamma$, the result is

$$W^2(t)=\frac D{4\pi\nu}\left[\ln\frac{64\nu t}{a^2}+\gamma\right],\qquad a^2\ll\nu t\ll L^2 .\tag{15}$$

This does not contain $L$. In a window of side $\ell$ on a larger surface, however, the variance about the window's own mean height already grows as $\ln\ell$ before saturation, provided $a\ll\ell\ll\sqrt{62\,\nu t}$.

### 10. The crossover

Setting (15) equal to the saturated value gives $\ln(64\nu t_\times/a^2)+\gamma=2\ln N+2C$, or

$$t_\times=\frac{e^{2C-\gamma}}{64}\,\frac{L^2}\nu=\frac{L^2}{61.8\,\nu} .\tag{16}$$

This is where two limiting laws cross; the surface itself passes smoothly between them. For $N=100$ the mode sum at $t_\times$ has reached 96 % of its final value. Most of the deficit lies in the four longest waves, with $\lambda\approx4\pi^2/N^2$. Their missing fraction is $e^{-8\pi^2/61.8}=0.28$. Their full contribution to $S_N$ is $4/(4\pi^2)=0.10$, out of 0.78. The product is 3.6 % of the total, and shorter waves supply the rest.

### 11. A sputtered film

Consider ion-assisted sputter deposition of a smooth amorphous film at the rate $v=0.1$ nm/s, with $\Omega=0.02$ nm³ per deposited atom. An impact disturbs a region of about 1 nm, so take $a=1$ nm.

**Noise.** In a time $t$, on average $vAt/\Omega$ atoms arrive on an area $A$. For independent arrivals the variance of this number equals its mean. Each atom raises the mean height by $\Omega/A$, so the height variance is $(\Omega/A)^2vAt/\Omega=v\Omega t/A$. White noise gives $2Dt/A$. Hence $2D=v\Omega$ and $D=0.001$ nm⁴/s.

**Smoothing.** Suppose that 5 atoms move for each atom deposited, and that each shifts downhill on average by 0.2 nm times the local slope. The volume current is $\mathbf j=-v\ell_d\nabla h$ with $\ell_d=5\times0.2=1$ nm. Conservation, $\partial h/\partial t=-\nabla\cdot\mathbf j$, gives $\nu=v\ell_d=0.1$ nm²/s.

The rate cancels in the ratio that sets the roughness:

$$\frac D\nu=\frac\Omega{2\ell_d}=\frac{0.02}{2\times1}=0.01\ \text{nm}^2,\qquad \frac D{2\pi\nu}=0.00159\ \text{nm}^2 .$$

For a periodic patch with $L=100$ nm, $\ln100+C=4.605+0.306=4.911$. Then $W^2=0.00159\times4.911=0.0078$ nm² and $W=0.088$ nm, or 88 pm. By (16) the crossover to saturation, at which 96 % of this variance is reached, takes $100^2/(61.8\times0.1)\approx1620$ s, during which 162 nm of film grow. In terms of thickness, $H_\times=vt_\times=L^2/(61.8\,\ell_d)$.

| $L$ (nm) | $W^2$ (nm²) | $W$ (nm) | $H_\times$ (nm) |
|---|---|---|---|
| 25 | 0.0056 | 0.075 | 10 |
| 50 | 0.0067 | 0.082 | 40 |
| 100 | 0.0078 | 0.088 | 162 |
| 200 | 0.0089 | 0.094 | 648 |
| 400 | 0.0100 | 0.100 | 2591 |

Each doubling adds 0.0011 nm². From 25 to 400 nm, with all else fixed, the variance rises by a factor of 1.79. On a one-dimensional substrate with the same cell numbers it would rise by a factor of 16.

Thickness soon becomes the limit. A film of 200 nm has $\tau=\ell_dH/a^2=200$. For $L=400$ nm, (15) gives $0.000796\times(9.457+0.577)=0.00799$ nm², well below the saturated 0.0100 nm². The mode sum gives 0.00796 nm². The difference is the variance of the mean height, $2Dt/L^2=2(D/\nu)\ell_dH/L^2=0.000025$ nm², which the integral in Section 9 includes and the sum leaves out.

### 12. Effects that change the constant

Each correction below is taken alone, for $L=100$ nm.

**Hopping noise.** Besides their mean downhill drift, the moved atoms scatter at random, here by $\sigma=0.2$ nm rms along each axis. An atom moved by $\mathbf s$ changes the Fourier amplitude at wavevector $\mathbf k$ by $\Omega|e^{-i\mathbf k\cdot\mathbf s}-1|\approx\Omega|\mathbf k\cdot\mathbf s|$, with mean square $\Omega^2k^2\sigma^2$. With $m=5$ moves per deposited atom, the noise $2D$ becomes $2D(1+m\sigma^2k^2)$. This form holds for long waves. As an estimate, continue it to the shortest waves by replacing $k^2$ with $\lambda/a^2$. The size of the offset depends on this choice; Gaussian hops on a continuous surface averaged over the cells give 0.0016 nm² instead of the value below. The factor $\lambda$ then cancels the $1/\lambda$ of the variance:

$$\Delta W^2=\frac D\nu\,\frac{m\sigma^2}{a^2}\left(1-\frac1{N^2}\right)=0.01\times0.2=0.0020\ \text{nm}^2 .$$

This is 26 % of $W^2$. It is an offset that becomes independent of size.

**Surface diffusion.** A term $-\kappa\nabla^4h$ replaces $\lambda$ by $\lambda(1+b\lambda)$, where $b=\kappa/(\nu a^2)$. The reduction of each term in the sum,

$$\frac1\lambda-\frac1{\lambda(1+b\lambda)}=\frac b{1+b\lambda},$$

is finite at $\lambda=0$. Its average over all waves tends to a constant and leaves the coefficient of $\ln L$ unchanged. For $\sqrt{\kappa/\nu}=0.5$ nm the reduction is 0.0013 nm², or 17 %.

**Free edges.** A patch that ends at its edges, with zero slope there, has cosine patterns with $q_x,q_y=\pi n/N$. They fill only a quarter of the plane, but four times as densely, so the long-wave integral is again $(2\pi)^{-1}\ln N$. The constant differs. Two waves of length $2L$ are now allowed, with $\lambda\approx\pi^2/N^2$, and they alone contribute $2/\pi^2=0.20$ to $S_N$. The mode sum gives $W^2=0.0106$ nm², 35 % above the periodic patch.

These shifts are as large as the change produced by roughly one to two and a half doublings of $L$. To see the logarithm directly in a comparison of sizes, one should therefore hold fixed the edges, the cell over which heights are averaged, and the deposition conditions, and either grow every patch long enough to saturate or compare windows much smaller than $\sqrt{62\,\nu t}$ on one large surface.

### 13. When the linear, local equation fails

**Growth along the surface normal.** If the film grows at speed $v$ along its local normal, then $\partial h/\partial t=v\sqrt{1+|\nabla h|^2}\approx v+\frac v2|\nabla h|^2$. The last term fluctuates and acts as additional noise on long waves. To estimate it at lowest order, use the statistics of the linear surface. The area average of the squared slope is

$$Q=\frac1{N^2a^2}\sum_j\lambda_jc_j^2,\qquad \langle c_j(t)c_j(0)\rangle=\frac D{\nu\lambda_j}e^{-\nu\lambda_j|t|/a^2}.$$

For a Gaussian variable, the covariance of $c_j^2(t)$ and $c_j^2(0)$ is twice the square of this correlation. The factors $\lambda_j$ cancel, and integration over time gives $\int e^{-2\nu\lambda_j|t|/a^2}dt=a^2/(\nu\lambda_j)$. Therefore

$$\int\langle\delta Q(t)\,\delta Q(0)\rangle dt=\frac{2D^2}{N^4a^4\nu^2}\sum_j\frac{a^2}{\nu\lambda_j}=\frac{2D^2S_N}{L^2\nu^3}.$$

Multiply by $(v/2)^2$ and compare with the value $2\,\delta D/L^2$ of white noise averaged over the area:

$$\frac{\delta D}D=\frac g4S_N,\qquad g=\frac{v^2D}{\nu^3}.\tag{17}$$

A stochastic simulation of the linear surface with $N=8$ and $g=1$ gave 0.098, against 0.095 from (17); its sampling error is about 3 %. This tests the average over the linear surface, not the higher orders in $g$ that (17) leaves out and that matter at $g=1$. In the film $g=0.01$. For $L=100$ nm, and without hopping noise, the extra noise in the area average is 0.2 %. Waves of finite length receive less, and short waves much less. The extra noise grows as $\ln L$ itself, but at this $g$ formula (17) would give $\delta D=D$ only at $S_N=400$, or $\ln(L/a)\approx2500$, far beyond any real surface. For large $g$ the linear equation cannot be trusted.

**Shadowing.** A ray arriving at 80° from the normal rises by $\cot80°=0.176$ nm for each nanometre of horizontal distance. Take the heights at the cell centres and join them by straight lines. A ray aimed at one centre is then blocked by a neighbouring cell that is higher by more than this. Flat-topped cells with abrupt steps would block more rays at this angle. The sum over waves of $\lambda$ times its variance gives a mean square slope $(D/\nu a^2)(1-1/N^2)\approx0.01$, or 0.005 along one axis. Hopping noise gives each cell an independent variance of 0.002 nm², so a height difference between neighbours gains 0.004 nm². The rms difference is $\sqrt{0.009}=0.095$ nm. The threshold lies 1.86 of these widths out, and a Gaussian variable exceeds it with a probability of 3.2 %. For a cell two places away the chance is 0.045 %.

If the flux per unit area follows a cosine law, the fraction arriving beyond 80° is $\cos^280°=3.0$ %. Little of such a flux is shaded on this surface. A collimated beam at grazing incidence is a different case: peaks then collect material at the expense of hollows behind them, growth depends on distant heights, and (1) does not apply.

### 14. The model beside a real film

The rate and the atomic volume are rough typical values for sputtering. The number of moved atoms, their shifts, the cell side and the diffusion length are order-of-magnitude assumptions, not properties of a particular material. Erosion by the ions, which can counteract the smoothing, is left out. The calculated 0.09 nm is less than the size of an atom. It is the roughness of the cell heights in (1), with 1 nm cells. Averaging a continuous Edwards–Wilkinson surface over such cells would give the same logarithm with the constant $-0.505$ in place of $0.306$. At $L=100$ nm this means $W^2=0.0065$ nm² and $W=0.081$ nm, so the second digit of $W$ depends on how the cutoff is imposed. An instrument that resolves atoms would include a further contribution that is not estimated here. A patch that ends at free edges has, in this model and after saturation, a $W^2$ that is 35 % higher at $L=100$ nm. Its longest waves take four times as long to saturate as those of the periodic patch. Real substrates are not flat at the start. Their waves of length $\Lambda$ are reduced in amplitude by $e^{-4\pi^2\ell_dH/\Lambda^2}$. For $H=200$ nm and $\Lambda=400$ nm this factor is 0.95, so long undulations of the substrate survive almost unchanged and can hide the logarithm.

Within the model without the corrections of Section 12, at fixed $\Omega$ and $a$ and after saturation, doubling $\ell_d$ halves $W^2$. Reducing a 400 nm patch to 25 nm achieves slightly less. With hopping noise included, doubling $\ell_d$ by moving twice as many atoms lowers $W^2$ by less than half, because the offset from that noise is proportional to $m/\ell_d$ and does not change. The numerical output below lists the values used.

## Calculated quantities

```
constant C = 0.306404
S_N at N=512: sum 1.041626, formula 1.041626
N^2 * (sum - formula) at N=128 = -0.0292
3D sums, N=16,32,64: 0.2386, 0.2457, 0.2492
simulated S_8 = 0.3792, mode sum 0.3793
extra noise at g=1, N=8: simulated 0.0983, formula 0.0948
growth law at nu t/a^2=100: Bessel 0.74330, formula 0.74335
nu t_cross / L^2 = 0.01619 = 1/61.76
W^2(t_cross)/plateau, N=100 = 0.9586
deposition rate = 0.1 nm/s
atomic volume = 0.02 nm^3, cell side = 1.0 nm
moved atoms per deposited atom = 5
downhill shift per unit slope = 0.2 nm
random shift per axis, rms = 0.2 nm
smoothing length ell_d = 1.00 nm
nu = 0.100 nm^2/s, D = 0.0010 nm^4/s
D/nu = 0.0100 nm^2
D/(2 pi nu) = 0.001592 nm^2
gain in W^2 per doubling of L = 0.001103 nm^2
L=25 nm: W^2=0.005610 nm^2, W=0.0749 nm, saturates at 10.1 nm thickness
L=50 nm: W^2=0.006714 nm^2, W=0.0819 nm, saturates at 40.5 nm thickness
L=100 nm: W^2=0.007817 nm^2, W=0.0884 nm, saturates at 161.9 nm thickness
L=200 nm: W^2=0.008920 nm^2, W=0.0944 nm, saturates at 647.6 nm thickness
L=400 nm: W^2=0.010023 nm^2, W=0.1001 nm, saturates at 2590.6 nm thickness
saturation time, L=100 nm = 1619 s
W^2(400 nm)/W^2(25 nm): 2D 1.787, 1D 16.03
local exponent of W at L=100 nm = 0.1018
film 200 nm thick, L=400 nm: W^2 sum 0.007960, growth law 0.007985 nm^2
its W from the sum = 0.0892 nm
Neglected effects, L=100 nm:
hopping noise adds 0.002000 nm^2 (25.6 %)
surface diffusion length = 0.5 nm
surface diffusion removes 0.001341 nm^2 (17.2 %)
free edges: W^2 = 0.010569 nm^2 (+35.2 %)
nonlinear coupling g = 0.0100
nonlinear extra noise = 0.195 %
rms slope: deposition noise 0.1000, with hopping noise 0.1342
ray at 80 deg blocked by cell 1 away: 3.15 %
ray at 80 deg blocked by cell 2 away: 0.045 %
cosine-law flux beyond 80 deg = 3.02 %
```
